# Electric driving and second-order sweet spot of the donor flip-flop qubit: a program that tests the result

```python
"""Electric drive and second-order charge-noise sweet spot of a donor flip-flop qubit.

Full model, energies divided by h, in MHz (tau_z = +1 on donor, -1 at interface):
  H = (eps tau_z + V tau_x)/2 + nu_e (1 + kappa P_i) Sz - nu_n Iz + A P_d S.I
Results under test, with D = kappa nu_e, nu = nu_e + nu_n + D/2,
e = eps - A/4, Omega = sqrt(V^2 + e^2), Dp = D - A^2/(2 nu):
  Rabi frequency = eps1 A V^2 / (4 Omega (Omega^2 - nu^2)),
  where eps1 is the amplitude of the oscillating detuning;
  the first and second derivatives of the transition frequency both vanish near
  V^2 = nu^2 + w^2, e = -sign(Dp) w/sqrt(3),
  w = sqrt(3)/2^(5/3) (A^2 nu^2/|Dp|)^(1/3).
"""
import numpy as np
from scipy import constants
from scipy.optimize import fsolve, minimize_scalar

one = np.eye(2)
px = np.array([[0, 1], [1, 0]], dtype=complex)
py = np.array([[0, -1j], [1j, 0]])
pz = np.diag([1.0, -1.0]).astype(complex)


def product(a, b, c):
    return np.kron(a, np.kron(b, c))


TAU_X, TAU_Z = product(px, one, one), product(pz, one, one)
P_DONOR = (np.eye(8) + TAU_Z) / 2
P_INTERFACE = np.eye(8) - P_DONOR
S = [product(one, p / 2, one) for p in (px, py, pz)]
I = [product(one, one, p / 2) for p in (px, py, pz)]
S_DOT_I = sum(a @ b for a, b in zip(S, I))
TOTAL_Z = S[2] + I[2]
FLIPFLOP = np.where(np.abs(np.diag(TOTAL_Z).real) < 1e-12)[0]
TZ = TAU_Z[np.ix_(FLIPFLOP, FLIPFLOP)].real


def full_hamiltonian(V, eps, p):
    A, nu_e, nu_n, kappa = p
    return ((eps * TAU_Z + V * TAU_X) / 2
            + nu_e * (np.eye(8) + kappa * P_INTERFACE) @ S[2]
            - nu_n * I[2] + A * P_DONOR @ S_DOT_I)


def sector(V, eps, p):
    return full_hamiltonian(V, eps, p)[np.ix_(FLIPFLOP, FLIPFLOP)].real


def frequency(V, eps, p):
    levels = np.linalg.eigvalsh(sector(V, eps, p))
    return levels[1] - levels[0]


def slope(V, eps, p):
    """d(frequency)/d(eps) from the eigenvectors."""
    v = np.linalg.eigh(sector(V, eps, p))[1]
    return (v[:, 1] @ TZ @ v[:, 1] - v[:, 0] @ TZ @ v[:, 0]) / 2


def exact_drive(V, eps, p):
    """Rabi frequency per unit amplitude of the detuning."""
    v = np.linalg.eigh(sector(V, eps, p))[1]
    return abs(v[:, 1] @ TZ @ v[:, 0]) / 2


def derived_constants(p):
    A, nu_e, nu_n, kappa = p
    D = kappa * nu_e
    nu = nu_e + nu_n + D / 2
    return D, nu, D - A**2 / (2 * nu)


def formula_frequency(V, e, p):
    D, nu, _ = derived_constants(p)
    A, om = p[0], np.hypot(V, e)
    c = e / om
    return (nu + D * c / 2 + A**2 * (1 - c)**2 / (8 * nu)
            - A**2 * V**2 * nu / (8 * om**2 * (om**2 - nu**2)))


def formula_slope(V, e, p):
    D, nu, _ = derived_constants(p)
    A, om = p[0], np.hypot(V, e)
    K = (D / 2 - A**2 * (1 - e / om) / (4 * nu)
         + A**2 * nu * e * (2 * om**2 - nu**2) / (4 * om * (om**2 - nu**2)**2))
    return V**2 / om**3 * K


def formula_drive(V, e, p):
    nu, om = derived_constants(p)[1], np.hypot(V, e)
    return p[0] * V**2 / (4 * om * (om**2 - nu**2))


def closed_spot(p):
    _, nu, Dp = derived_constants(p)
    w = np.sqrt(3) / 2**(5 / 3) * (p[0]**2 * nu**2 / abs(Dp))**(1 / 3)
    return w, -np.sign(Dp) * w / np.sqrt(3), 9 * Dp / (4 * nu * w**2)


def exact_spot(p):
    """Solve for vanishing first and second derivatives in the full model."""
    _, nu, Dp = derived_constants(p)
    w0, e0, _ = closed_spot(p)
    unit, h = abs(Dp) / (2 * nu), 0.01 * w0

    def residual(x):
        V, eps = np.sqrt(nu**2 + (x[0] * w0)**2), x[1] * w0 + p[0] / 4
        second = (slope(V, eps + h, p) - slope(V, eps - h, p)) / (2 * h)
        return [slope(V, eps, p) / unit, second * w0 / unit]

    x, _, _, message = fsolve(residual, [1.0, e0 / w0], xtol=1e-11, full_output=True)
    assert np.max(np.abs(residual(x))) < 1e-7, message
    w, e = x[0] * w0, x[1] * w0
    V, eps, h = np.sqrt(nu**2 + w**2), e + p[0] / 4, 0.03 * w0
    third = (slope(V, eps + h, p) - 2 * slope(V, eps, p) + slope(V, eps - h, p)) / h**2
    return V, w, e, third


# Round model parameters
A, nu_e, nu_n, kappa = 100.0, 10000.0, 6.0, -0.002
par = (A, nu_e, nu_n, kappa)
distance, F_ac, F_offset = 10e-9, 10.0, 20.0
per_field = constants.e * distance / constants.h / 1e6
eps1 = per_field * F_ac
D, nu, Dp = derived_constants(par)

# Conservation law and exact reduction to four states
H8 = full_hamiltonian(10300.0, 700.0, par)
assert np.max(np.abs(H8 @ TOTAL_Z - TOTAL_Z @ H8)) < 1e-9
tz, tx = np.kron(pz, one).real, np.kron(px, one).real
sz, sx = np.kron(one, pz).real, np.kron(one, px).real
H4 = (((700 - A / 4) * tz + 10300 * tx) / 2 + nu / 2 * sz
      - D / 4 * tz @ sz + A / 4 * (np.eye(4) + tz) @ sx - A / 8 * np.eye(4))
assert np.allclose(np.linalg.eigvalsh(H4),
                   np.linalg.eigvalsh(sector(10300.0, 700.0, par)), atol=1e-8)

# Location of the second-order sweet spot
w_c, e_c, third_c = closed_spot(par)
V_c = np.hypot(nu, w_c)
V_s, w_s, e_s, third_s = exact_spot(par)
eps_s = e_s + A / 4
om_s = np.hypot(V_s, e_s)
# Closed forms are leading order in w/nu and in A/(4(Omega-nu)): percent-level errors.
assert abs(w_c / w_s - 1) < 0.08 and abs(e_c / e_s - 1) < 0.10
assert abs(third_c / third_s - 1) < 0.25
small = (A / 10, nu_e, nu_n, kappa / 10)
w_cs, e_cs, third_cs = closed_spot(small)
_, w_ss, e_ss, third_ss = exact_spot(small)
assert abs(w_cs / w_ss - 1) < 0.02 and abs(e_cs / e_ss - 1) < 0.03
assert abs(third_cs / third_ss - 1) < 0.08
positive = (A, nu_e, nu_n, -kappa)
w_cp, e_cp, _ = closed_spot(positive)
_, w_sp, e_sp, _ = exact_spot(positive)
assert e_sp < 0 < e_s
assert abs(w_cp / w_sp - 1) < 0.08 and abs(e_cp / e_sp - 1) < 0.10

# Frequency, slope and drive formulas against the full model
scan = np.array([-4000.0, -1500.0, -500.0, 0.0, 600.0, 1200.0, 2500.0, 6000.0])
f_error = max(abs(formula_frequency(V_s, e, par) - frequency(V_s, e + A / 4, par))
              for e in scan)
slope_error = max(abs(formula_slope(V_s, e, par) - slope(V_s, e + A / 4, par))
                  for e in scan) / (abs(Dp) / (2 * nu))
drive_error = max(abs(formula_drive(V_s, e, par) / exact_drive(V_s, e + A / 4, par) - 1)
                  for e in scan)
assert f_error < 0.08 and slope_error < 0.08 and drive_error < 0.06
difference = (frequency(V_s, 301.0, par) - frequency(V_s, 299.0, par)) / 2
assert abs(difference - slope(V_s, 300.0, par)) < 1e-7


# Static hyperfine coupling from the orbital ground state
def static_A(V, e):
    ground = np.linalg.eigh(np.array([[e, V], [V, -e]]) / 2)[1][:, 0]
    return A * ground[0]**2


def static_A_slope(V, e):
    return (static_A(V, e + 1.0) - static_A(V, e - 1.0)) / 2


for e in (-40000.0, 0.0, 50000.0):
    V = 10 * nu
    ratio = exact_drive(V, e + A / 4, par) / (abs(static_A_slope(V, e)) / 2)
    assert abs(ratio - 1) < 0.015
assert abs(static_A_slope(V_s, e_s) / (-A * V_s**2 / (2 * om_s**3)) - 1) < 1e-5

# Two first-order sweet spots below the critical tunnel coupling, none above
grid = np.linspace(-8000, 8000, 1601)


def slope_zeros(V):
    values = np.array([slope(V, e + A / 4, par) for e in grid])
    return grid[:-1][values[:-1] * values[1:] < 0]


V_low, V_high = nu + 0.8 * (V_s - nu), nu + 1.2 * (V_s - nu)
zeros_low, zeros_high = slope_zeros(V_low), slope_zeros(V_high)
assert len(zeros_low) == 2 and len(zeros_high) == 0
assert zeros_low[0] < e_s < zeros_low[1]

# Driven dynamics at the spot, without the rotating-wave approximation
H0 = sector(V_s, eps_s, par)
states = np.linalg.eigh(H0)[1]
f_s = frequency(V_s, eps_s, par)


def period_propagator(drive_frequency, steps=200):
    phase = 2 * np.pi * (np.arange(steps) + 0.5) / steps
    H = H0 + eps1 / 2 * np.cos(phase)[:, None, None] * TZ
    levels, v = np.linalg.eigh(H)
    factors = np.exp(-2j * np.pi * levels / (steps * drive_frequency))
    pieces = (v * factors[:, None, :]) @ np.transpose(v, (0, 2, 1))
    U = np.eye(4, dtype=complex)
    for piece in pieces:
        U = piece @ U
    return U


def quasienergy_gap(drive_frequency):
    values, vectors = np.linalg.eig(period_propagator(drive_frequency))
    weight = np.sum(np.abs(states[:, :2].T @ vectors)**2, axis=0)
    a, b = np.argsort(weight)[-2:]
    return abs(np.angle(values[a] * np.conj(values[b]))) * drive_frequency / (2 * np.pi)


best = minimize_scalar(quasienergy_gap, bounds=(f_s - 3, f_s + 3), method="bounded",
                       options={"xatol": 1e-4})
rabi_floquet, f_drive = best.fun, best.x
rabi_formula = eps1 * formula_drive(V_s, e_s, par)
rabi_static = eps1 * abs(static_A_slope(V_s, e_s)) / 2
rabi_leading = 3 * eps1 * A * nu / (16 * w_c**2)
assert abs(rabi_formula / rabi_floquet - 1) < 0.05
assert abs(rabi_leading / rabi_floquet - 1) < 0.15
assert rabi_floquet > 5 * rabi_static
periods = int(round(f_drive / (2 * rabi_floquet)))
U_pulse = np.linalg.matrix_power(period_propagator(f_drive), periods)
transfer = abs(states[:, 1] @ U_pulse @ states[:, 0])**2
assert transfer > 0.95

# Excited-orbital weight in the upper flip-flop state
excited = np.linalg.eigh(np.array([[e_s, V_s], [V_s, -e_s]]) / 2)[1][:, 1]
admixture = states[:, 1] @ np.kron(np.outer(excited, excited), one) @ states[:, 1]
admixture_formula = (A * V_s / (4 * om_s * (om_s - nu)))**2
assert abs(admixture_formula / admixture - 1) < 0.10


# Frequency shift caused by a static field offset of either sign
def worst_shift(e):
    base = frequency(V_s, e + A / 4, par)
    return max(abs(frequency(V_s, e + A / 4 + sign * per_field * F_offset, par) - base)
               for sign in (-1, 1))


shift_spot, shift_zero = worst_shift(e_s), worst_shift(0.0)
assert shift_spot < 0.01 * shift_zero


def show(label, value, unit, digits=6):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("hyperfine coupling A on donor", A, "MHz")
show("electron Zeeman frequency nu_e", nu_e, "MHz")
show("nuclear Zeeman frequency nu_n", nu_n, "MHz")
show("relative g shift kappa", kappa, "")
show("site distance d", distance * 1e9, "nm")
show("drive field amplitude F_ac", F_ac, "V/m")
show("detuning per field e d/h", per_field, "MHz per V/m", 5)
show("detuning amplitude eps1", eps1, "MHz", 5)
show("D", D, "MHz")
show("nu", nu, "MHz")
show("D'", Dp, "MHz", 5)
show("closed form w", w_c, "MHz", 5)
show("full model w", w_s, "MHz", 5)
show("closed form V at spot", V_c, "MHz", 6)
show("full model V at spot", V_s, "MHz", 6)
show("closed form V-nu at spot", V_c - nu, "MHz", 4)
show("full model V-nu at spot", V_s - nu, "MHz", 4)
show("closed form eps' at spot", e_c, "MHz", 5)
show("full model eps' at spot", e_s, "MHz", 5)
show("full model eps at spot", eps_s, "MHz", 5)
show("field offset F-F0 at spot", eps_s / per_field, "V/m", 4)
show("orbital splitting Omega at spot", om_s, "MHz", 6)
show("Omega-nu at spot", om_s - nu, "MHz", 4)
show("flip-flop frequency at spot", f_s, "MHz", 7)
show("closed form third derivative", third_c, "MHz^-2", 3)
show("full model third derivative", third_s, "MHz^-2", 3)
show("w error, A and kappa as given", 100 * (w_c / w_s - 1), "%", 2)
show("w error, A and kappa / 10", 100 * (w_cs / w_ss - 1), "%", 2)
show("kappa sign reversed: full model eps' at spot", e_sp, "MHz", 5)
show("lower V for counting sweet spots", V_low, "MHz", 6)
print("first-order spots there, eps' in MHz (10 MHz grid):", np.round(zeros_low).astype(int))
show("higher V for counting sweet spots", V_high, "MHz", 6)
print("number of first-order spots there:", len(zeros_high))
show("static A at spot", static_A(V_s, e_s), "MHz", 4)
show("static dA/d(eps) at spot", static_A_slope(V_s, e_s), "MHz/MHz", 4)
show("static dA/dF at spot", 1e3 * per_field * static_A_slope(V_s, e_s), "kHz per V/m", 4)
show("Rabi frequency from static dA/dF", 1e3 * rabi_static, "kHz", 4)
show("enhancement Omega^2/(Omega^2-nu^2)", om_s**2 / (om_s**2 - nu**2), "", 4)
show("Rabi frequency, derived formula", 1e3 * rabi_formula, "kHz", 4)
show("Rabi frequency, leading form at spot", 1e3 * rabi_leading, "kHz", 4)
show("Rabi frequency, driven full model", 1e3 * rabi_floquet, "kHz", 4)
show("half-period pulse time", 1e3 * periods / f_drive, "ns", 4)
show("population transferred by pulse", transfer, "", 4)
show("excited-orbital weight, formula", 100 * admixture_formula, "%", 3)
show("excited-orbital weight, full model", 100 * admixture, "%", 3)
show("field offset for noise comparison", F_offset, "V/m")
show("frequency shift at spot", 1e6 * shift_spot, "Hz", 3)
show("frequency shift at eps'=0, same V", 1e6 * shift_zero, "Hz", 3)
show("largest error of frequency formula in scan", 1e3 * f_error, "kHz", 2)
show("largest error of slope formula / (|D'|/2nu)", 100 * slope_error, "%", 2)
show("largest error of drive formula in scan", 100 * drive_error, "%", 2)
print("no test failed")
```

It prints:

```
hyperfine coupling A on donor: 100 MHz
electron Zeeman frequency nu_e: 10000 MHz
nuclear Zeeman frequency nu_n: 6 MHz
relative g shift kappa: -0.002
site distance d: 10 nm
drive field amplitude F_ac: 10 V/m
detuning per field e d/h: 2.418 MHz per V/m
detuning amplitude eps1: 24.18 MHz
D: -20 MHz
nu: 9996 MHz
D': -20.5 MHz
closed form w: 1992.9 MHz
full model w: 2030.6 MHz
closed form V at spot: 10192.7 MHz
full model V at spot: 10200.2 MHz
closed form V-nu at spot: 196.7 MHz
full model V-nu at spot: 204.2 MHz
closed form eps' at spot: 1150.6 MHz
full model eps' at spot: 1225 MHz
full model eps at spot: 1250 MHz
field offset F-F0 at spot: 517 V/m
orbital splitting Omega at spot: 10273.5 MHz
Omega-nu at spot: 277.5 MHz
flip-flop frequency at spot: 9992.735 MHz
closed form third derivative: -1.16e-09 MHz^-2
full model third derivative: -9.64e-10 MHz^-2
w error, A and kappa as given: -1.9 %
w error, A and kappa / 10: -0.39 %
kappa sign reversed: full model eps' at spot: -1250.7 MHz
lower V for counting sweet spots: 10159.3 MHz
first-order spots there, eps' in MHz (10 MHz grid): [ 520 2000]
higher V for counting sweet spots: 10241 MHz
number of first-order spots there: 0
static A at spot: 44.04 MHz
static dA/d(eps) at spot: -0.004798 MHz/MHz
static dA/dF at spot: -11.6 kHz per V/m
Rabi frequency from static dA/dF: 58 kHz
enhancement Omega^2/(Omega^2-nu^2): 18.77
Rabi frequency, derived formula: 1089 kHz
Rabi frequency, leading form at spot: 1141 kHz
Rabi frequency, driven full model: 1074 kHz
half-period pulse time: 465.4 ns
population transferred by pulse: 0.9992
excited-orbital weight, formula: 0.8 %
excited-orbital weight, full model: 0.781 %
field offset for noise comparison: 20 V/m
frequency shift at spot: 18.4 Hz
frequency shift at eps'=0, same V: 5.03e+04 Hz
largest error of frequency formula in scan: 49 kHz
largest error of slope formula / (|D'|/2nu): 2.8 %
largest error of drive formula in scan: 2.2 %
no test failed
```
